# The Quinn-Ferrell Lifetime of a Hot Electron, Derived Two Ways

## Definitions and conventions

A uniform electron gas with a rigid neutralizing background fills all plane-wave states up to the Fermi wavevector $k_F$ at zero temperature. One extra electron has wavevector $k>k_F$ and energy $\xi=k^2/2-k_F^2/2$ above the Fermi level. The algebra uses atomic units, $\hbar=m_e=e^2/(4\pi\epsilon_0)=1$. The gas has volume $\Omega$ and density $n$, and

$$n=\frac{k_F^3}{3\pi^2}=\frac{3}{4\pi r_s^3},\qquad k_F=\left(\frac{9\pi}{4}\right)^{1/3}\frac1{r_s},\qquad v_q=\frac{4\pi}{q^2}.$$

The lifetime $\tau$ is that of the occupation: the probability of finding the electron in its initial state falls as $e^{-t/\tau}$, and the amplitude as $e^{-t/2\tau}$. Scattering back into the state is not counted. The result to be derived is

$$\frac1\tau=\frac{\xi^2}{2k_Fs^3}=\frac{\pi^{3/2}}{16}\frac{\xi^2}{k_F^{5/2}},\qquad s^2=\frac{4k_F}{\pi}. \tag{1}$$

Here $s$ is the screening wavevector. Equation (1) is the leading term when

$$\xi\ll k_Fs,\qquad x\equiv\frac{2k_F}{s}=\sqrt{\pi k_F}\gg1. \tag{2}$$

At fixed $\xi$ the ratio $\xi/(k_Fs)$ falls as $k_F^{-3/2}$, so at 1 eV both conditions are met as $r_s\to0$. This limit is taken within the nonrelativistic model. Its Fermi velocity reaches the speed of light at $r_s\approx0.014$, so the values quoted below for $r_s=0.001$ and 0.01 test the formula and do not describe a real gas.

**Screening wavevector.** Let a weak, static, slowly varying potential energy $\phi$ act on the electrons. The local kinetic Fermi energy $E_F=k_F^2/2$ changes by $-\phi$. Since $dn/dE_F=(k_F^2/\pi^2)/k_F=k_F/\pi^2$, the induced density is $-(k_F/\pi^2)\phi$. Its own potential energy is $v_q$ times this, so $\phi=\phi_{\rm ext}-v_q(k_F/\pi^2)\phi$ and

$$\epsilon(q,0)=\frac{\phi_{\rm ext}}{\phi}=1+\frac{4k_F}{\pi q^2}=1+\frac{s^2}{q^2}. \tag{3}$$

This Thomas-Fermi form requires $q\ll2k_F$.

## First derivation: energy lost to a medium

**The rate as a response.** Treat the hot electron, at position $\mathbf r$, as distinguishable from the gas. With $\rho_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf r_j}$, its interaction with the gas is $\Omega^{-1}\sum_{\mathbf q}v_qe^{-i\mathbf q\cdot\mathbf r}\rho^\dagger_{\mathbf q}$. The golden rule for $\mathbf k\to\mathbf k-\mathbf q$, with energy loss $\omega=k^2/2-|\mathbf k-\mathbf q|^2/2$, gives

$$\frac1\tau=\frac{2\pi}{\Omega^2}\sum_{\mathbf q}v_q^2\,P(q,\omega),\qquad P=\sum_n|\langle n|\rho^\dagger_{\mathbf q}|0\rangle|^2\delta(E_n-E_0-\omega). \tag{4}$$

The Pauli principle is imposed on the hot electron's final state by requiring $\omega\le\xi$.

To express $P$ through the dielectric function, drive the gas with the potential energy $\lambda e^{i\mathbf q\cdot\mathbf r-i\omega t}+{\rm c.c.}$, so that $H_1=\lambda(\rho^\dagger_{\mathbf q}e^{-i\omega t}+\rho_{\mathbf q}e^{i\omega t})$. The golden rule gives the absorbed power $2\pi\lambda^2\omega P$, because a gas in its ground state cannot emit.

The same power is $\langle\partial H_1/\partial t\rangle$. If $\chi$ is the induced density per unit external potential energy, then $\langle\rho_{\mathbf q}\rangle=\Omega\chi\lambda e^{-i\omega t}$ and

$$\left\langle\frac{\partial H_1}{\partial t}\right\rangle=\lambda^2\Omega\,\omega(-i\chi^*+i\chi)=-2\lambda^2\Omega\,\omega\,{\rm Im}\,\chi .$$

Equating the two powers gives $P=-(\Omega/\pi)\,{\rm Im}\,\chi$. The total potential is the external one plus $v_q$ times the induced density, so $1/\epsilon=1+v_q\chi$ and $P=(\Omega/\pi v_q)\,{\rm Im}(-1/\epsilon)$. With $\Omega^{-1}\sum_{\mathbf q}\to\int d^3q/(2\pi)^3$, equation (4) becomes

$$\frac1\tau=2\int\frac{d^3q}{(2\pi)^3}\,v_q\,{\rm Im}\frac{-1}{\epsilon(q,\omega)}. \tag{5}$$

**Kinematics.** Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then $\omega=kq\mu-q^2/2$, so at fixed $q$ we have $d\mu=d\omega/(kq)$ and $d^3q=2\pi q^2dq\,d\omega/(kq)$. The prefactors combine as $2\cdot2\pi\cdot4\pi/(8\pi^3)=2/\pi$:

$$\frac1\tau=\frac{2}{\pi k}\int_0^\xi d\omega\int_{q_-}^{q_+}\frac{dq}{q}\,{\rm Im}\frac{-1}{\epsilon(q,\omega)},\qquad q_\pm=k\pm\sqrt{k^2-2\omega}. \tag{6}$$

The limits express $\mu\le1$.

**Absorption by pairs.** In the random-phase approximation (RPA) the electrons respond to the total potential as if independent, with response $\chi_0$. Hence $\chi=\chi_0(1+v_q\chi)$, which gives $\epsilon=1-v_q\chi_0$. The power argument holds for independent electrons too; their excited states are single electron-hole pairs. With a factor 2 for spin and $f_{\mathbf p}$ the occupation,

$${\rm Im}\,\epsilon=2\pi v_q\int\frac{d^3p}{(2\pi)^3}f_{\mathbf p}(1-f_{\mathbf p+\mathbf q})\,\delta\!\left(qp_z+\frac{q^2}{2}-\omega\right),$$

where $z$ lies along $\mathbf q$. The delta function selects the plane $p_z=\omega/q-q/2$ and contributes $1/q$. On it, the initial state is filled for $p_\perp^2<k_F^2-p_z^2$ and the final state is empty for $p_\perp^2>k_F^2-(p_z+q)^2$. If $p_z+q<k_F$, the allowed region is a ring of area

$$\pi[(p_z+q)^2-p_z^2]=\pi(2qp_z+q^2)=2\pi\omega .$$

Therefore

$${\rm Im}\,\epsilon=2\pi\,\frac{4\pi}{q^2}\,\frac{1}{8\pi^3}\,\frac{2\pi\omega}{q}=\frac{2\omega}{q^3},\qquad \omega<qk_F-\frac{q^2}{2}. \tag{7}$$

As a test, states were drawn at random in a Fermi sphere with $k_F=1$ and the allowed transitions at $q=0.7$, $\omega=0.2$ were counted. The count gives 1.165; equation (7) gives 1.166.

**Low-energy limit.** The important momentum transfers are of order $s$. There the imaginary part of $\epsilon$ divided by $s^2/q^2$ is $\pi\omega/(2qk_F)$, which is small under (2). The denominator of ${\rm Im}(-1/\epsilon)={\rm Im}\,\epsilon/|\epsilon|^2$ can then be taken from (3):

$${\rm Im}\frac{-1}{\epsilon}\simeq\frac{2\omega}{q^3}\frac{q^4}{(q^2+s^2)^2}=\frac{2\omega q}{(q^2+s^2)^2}.$$

At leading order $k\to k_F$, $q_-\to0$ and $q_+\to2k_F$. Since $\int_0^\xi2\omega\,d\omega=\xi^2$,

$$\frac1\tau=\frac{2\xi^2}{\pi k_F}\int_0^{2k_F}\frac{dq}{(q^2+s^2)^2}. \tag{8}$$

Put $q=s\tan\theta$, so that $dq=s\,d\theta/\cos^2\theta$ and $q^2+s^2=s^2/\cos^2\theta$. The upper limit is $\theta=\arctan x$, and

$$\int_0^{2k_F}\!\frac{dq}{(q^2+s^2)^2}=\frac1{s^3}\int_0^{\arctan x}\!\cos^2\theta\,d\theta=\frac{\pi}{4s^3}C(x),\quad C=\frac2\pi\left[\arctan x+\frac{x}{1+x^2}\right]. \tag{9}$$

For $x\to\infty$, $C\to1$ and $1/\tau=\xi^2/(2k_Fs^3)$. Inserting $s^3=8k_F^{3/2}/\pi^{3/2}$ gives the second form of (1).

**The constant.** With $k_F=1.919/r_s$, equation (1) reads $1/\tau=0.0682\,r_s^{5/2}\xi^2$. One electronvolt is $1/27.21$ atomic units, so $1/\tau=9.21\times10^{-5}r_s^{5/2}$. The atomic unit of time is 0.02419 fs, hence

$$\tau(1\ {\rm eV})=263\,r_s^{-5/2}\ {\rm fs}. \tag{10}$$

A denser gas gives a longer life: $k_F$ and $s$ both grow, and both stand in the denominator of (1). The larger number of electrons does not offset this, because at given $q$ and $\omega$ the pair absorption (7) does not depend on the density.

## Second derivation: counting two-electron collisions

Now no response function is used beyond a given static interaction $W(q)=v_q/\epsilon(q,0)=4\pi/(q^2+s^2)$. The hot electron $\mathbf k_1$ meets a partner $\mathbf k_2$ inside the Fermi sphere, and both end outside it, at $\mathbf k_1'=\mathbf k_1-\mathbf q$ and $\mathbf k_2'=\mathbf k_2+\mathbf q$. Without exchange, partners of both spins count equally:

$$\frac1\tau=2\cdot2\pi\int\frac{d^3k_1'\,d^3k_2}{(2\pi)^6}\,W(q)^2\,\delta(\xi+\xi_2-\xi_1'-\xi_2'), \tag{11}$$

where all energies are measured from the Fermi level, with $\xi_2<0$ and $\xi_1',\xi_2'>0$.

**Separating energies from angles.** For the hot electron, $q^2=k_1^2+k_1'^2-2k_1k_1'\cos\theta$, so at fixed $k_1'$ we have $\sin\theta\,d\theta=q\,dq/(k_1k_1')$. With $k_1'dk_1'=d\xi_1'$ and azimuth $\varphi'$,

$$d^3k_1'=\frac{q}{k_1}\,d\xi_1'\,dq\,d\varphi'.$$

For the partner take the axis along $\mathbf q$. At fixed $k_{2z}$, $k_\perp dk_\perp=d\xi_2$. At fixed $\xi_2$, the relation $\xi_2'=\xi_2+qk_{2z}+q^2/2$ gives $dk_{2z}=d\xi_2'/q$. Thus

$$d^3k_2=\frac1q\,d\xi_2\,d\xi_2'\,d\varphi .$$

The factors of $q$ cancel. For small $\xi$ all four electrons lie near the Fermi surface, so $k_1\to k_F$, $0<q<2k_F$, and collisions are spread uniformly in $q$ and in $\varphi$ before weighting by $W^2$.

The three energies $\xi_1'$, $\xi_2'$ and $-\xi_2$ are positive and add up to $\xi$. The delta function fixes one, and the other two fill a triangle of area $\xi^2/2$. One factor of $\xi$ comes from the choice of energy loss, the other from the layer of available partners. Collecting factors, with $\int d\varphi'=2\pi$,

$$\frac1\tau=\frac{4\pi\cdot2\pi}{64\pi^6}\frac{\xi^2}{2k_F}\int_0^{2k_F}\!dq\int_0^{2\pi}\!d\varphi\,W^2=\frac{\xi^2}{16\pi^4k_F}\int_0^{2k_F}\!dq\int_0^{2\pi}\!d\varphi\,W^2. \tag{12}$$

Here $W^2=16\pi^2/(q^2+s^2)^2$ does not depend on $\varphi$, and the prefactor becomes $16\pi^2\cdot2\pi/(16\pi^4k_F)=2/(\pi k_F)$. This is equation (8), and (1) follows through (9).

As a test of (11) against (8) and (9), collisions with exact energy and momentum conservation were sampled at $r_s=2.1$ and $\xi=0.002E_F$. The sampled rate is 0.998 of the formula.

**Exchange.** This route can treat the identity of electrons with parallel spins. On the Fermi surface, with $\kappa^2=k_F^2-q^2/4$ and unit vectors $\mathbf a,\mathbf b$ perpendicular to $\mathbf q$,

$$\mathbf k_1=\tfrac{\mathbf q}{2}+\kappa\mathbf a,\quad \mathbf k_1'=-\tfrac{\mathbf q}{2}+\kappa\mathbf a,\quad \mathbf k_2=-\tfrac{\mathbf q}{2}+\kappa\mathbf b,\quad \mathbf k_2'=\tfrac{\mathbf q}{2}+\kappa\mathbf b .$$

If $\varphi$ is the angle between $\mathbf a$ and $\mathbf b$, the momentum transfer with the final electrons swapped is

$$q'=|\mathbf k_1-\mathbf k_2'|=\kappa|\mathbf a-\mathbf b|=\sqrt{4k_F^2-q^2}\,|\sin(\varphi/2)|.$$

Write $W'=W(q')$. Opposite spins contribute $W^2$. Parallel spins contribute $\frac12(W-W')^2$, the half removing the double count of each final pair. Swapping final labels leaves the integration measure unchanged, so $W'^2$ and $W^2$ have equal averages. The sum $2W^2-WW'$ replaces $2W^2$, and the rate is multiplied by

$$X=1-\frac{\langle WW'\rangle}{2\langle W^2\rangle}, \tag{13}$$

with averages uniform in $q$ and $\varphi$. The $\varphi$ average of $1/(q'^2+s^2)$ is $1/\big(s\sqrt{s^2+4k_F^2-q^2}\big)$. For $x\gg1$ and $q\sim s$ this is $1/(2k_Fs)$. Using $\int_0^\infty dq/(q^2+s^2)=\pi/2s$,

$$\frac{\langle WW'\rangle}{\langle W^2\rangle}\to\frac{\pi/(4k_Fs^2)}{\pi/(4s^3)}=\frac{s}{k_F}=\frac2x,\qquad X\to1-\frac1x .$$

Exchange therefore drops out of (1), but slowly. At $r_s=2.1$ the integral (13) gives 0.598, and so do the sampled collisions.

**The opposite limit.** For $x\ll1$ the static model has a nearly constant $W$. Then $C\to4x/\pi$, and (8) becomes $(2\xi^2/\pi k_F)(2k_F/s^4)=\pi\xi^2/(4k_F^2)$, proportional to $r_s^2$ instead of $r_s^{5/2}$. Also $W'=W$, so $X=1/2$: parallel spins do not scatter through a contact interaction. This is a limit of the formula, not a theory of the dilute gas, where RPA screening has no justification.

## What each derivation assumes

Both are golden-rule calculations for a uniform gas, and both need a well-defined initial state, $1/\tau\ll\xi$. They differ in what they can be extended to.

The first route is of first order in the bare interaction between the hot electron and the gas, but (5) allows any response of the gas. It keeps the frequency dependence of screening. Its cost is the distinguishable hot electron, so exchange with the gas is lost. The second route keeps exchange and shows where $\xi^2$ comes from, but takes the screened interaction as given and static.

In the dense limit the first correction in energy comes from small $q$ and has two parts. The first is kinematic and is present even with static screening: for $q<\omega/k_F$ no pair can be excited, so this strip must be removed from (8). There the integrand is about $1/s^4$, and the strip contributes $\omega/(k_Fs^4)$, to be compared with $\pi/(4s^3)$. Averaged over $\omega$ with the weight $2\omega$, its removal lowers the rate by the fraction $(8/3\pi)\,\xi/(k_Fs)$. The second part is the frequency dependence of screening. Above the strip it changes $|\epsilon|^2$ by a relative amount of order $(\omega/qk_F)^2$, and the integral of this over $q$, dominated by its lower end, is of the same order as the strip. The relative correction to the rate is thus linear in $\xi/(k_Fs)$. Evaluating (6) with the full RPA dielectric function at $r_s=0.001$ gives shifts of $-0.0259$ and $-0.0131$ for $\xi/(k_Fs)=0.02$ and 0.01, which confirms the linear law. The kinematic part accounts for about two thirds of each shift.

The same scale governs plasmons. From $\omega_p^2=4\pi n=4k_F^3/(3\pi)$ one finds $\omega_p=k_Fs/\sqrt3$, so (2) also keeps the electron well below the energy needed to emit one.

At 1 eV the full RPA values of $\tau r_s^{5/2}$ are 262.6, 262.5, 262.3 and 268.3 fs for $r_s=0.001$, 0.01, 0.1 and 1. The constant and the power of $r_s$ are recovered in the dense limit. The small dip before the rise shows that corrections of both signs compete.

## An electron 1 eV above the Fermi level at $r_s=2.1$

The value $r_s=2.1$ is roughly that of aluminium; three electrons per atom at a lattice constant of 4.05 Å give $r_s=2.07$, which lengthens the dense-limit and RPA lifetimes below by 3 percent, to 42.4 and 46.5 fs. The model then has $k_F=1.727$ Å$^{-1}$, $s=2.038$ Å$^{-1}$ and a Fermi energy of 11.4 eV. Equation (10) gives

$$\tau=\frac{262.6}{2.1^{5/2}}\ {\rm fs}=41.1\ {\rm fs}.$$

The level width $\hbar/\tau=0.016$ eV is far below 1 eV, so the state is well defined. At 20.85 Å/fs the electron covers 857 Å in one lifetime.

The energy condition is satisfied: $k_Fs=26.8$ eV, so $\xi/(k_Fs)=0.037$. The density condition is not, because $x=2\times1.727/2.038=1.69$. The successive improvements, all at the same $r_s$ and $\xi$, are:

| Treatment | Lifetime (fs) |
|---|---|
| Dense limit, equation (1) | 41.1 |
| Cutoff at $2k_F$, $C=0.939$ | 43.8 |
| Cutoff and static Lindhard (RPA) screening | 41.3 |
| Full dynamic RPA, equation (6) | 45.2 |

The cutoff removes collisions and lengthens the life. The static Lindhard function screens less than (3) at finite $q$, which shortens it again. The near agreement of the first and third rows is a cancellation, not a sign that the dense limit has been reached. Most of the last step, from 41.3 to 45.2 fs, comes from exact kinematics. Using the true edges of the pair continuum in place of (7), still with static Lindhard screening, gives 42.7 fs, and the prefactor $1/k$ in place of $1/k_F$ (a ratio of 1.043) raises this to 44.5 fs. The limits $q_\pm$ of (6) play no part: for $\omega\le\xi$ they lie outside the pair continuum, where the loss function vanishes below the plasmon threshold. The frequency dependence of screening supplies the rest. Doubling the integration mesh leaves the last value unchanged to the digits shown.

Exchange is the largest of the golden-rule corrections. The factor 0.598 would lengthen the RPA lifetime to $45.2/0.598\approx76$ fs. This combines an exchange factor from static Thomas-Fermi screening with a dynamic RPA rate and is an estimate (static Lindhard screening in (13) would give 0.584 and 77 fs); the asymptotic form $1-1/x=0.41$ is already poor at this density. The golden rule itself, first order in $W$, is not accurate here either: replacing $W$ by the exact two-body scattering amplitude of the same Thomas-Fermi potential, with Pauli blocking of intermediate states ignored, gives 0.64 of the rate (8) without exchange and 0.41 with it. Higher orders are thus as large as exchange, and 76 fs shows the size of one correction, not the lifetime of the gas.

**Temperature.** At temperature $T$, with $k_B=1$ in this paragraph, the pair weight $\omega$ becomes $\int dE\,f(E)[1-f(E+\omega)]$. The integrand equals $[f(E)-f(E+\omega)]/(1-e^{-\omega/T})$, so the weight is $g(\omega)=\omega/(1-e^{-\omega/T})$, now also for $\omega<0$. The vacancy factor of the hot electron is a Fermi step in $\omega$ at $\xi$. For $\xi\gg T$ the Sommerfeld expansion gives

$$\int_{-\infty}^{\xi}g\,d\omega+\frac{\pi^2T^2}{6}g'(\xi)=\left(\frac{\xi^2}{2}+\frac{\pi^2T^2}{3}\right)+\frac{\pi^2T^2}{6}=\frac{\xi^2+\pi^2T^2}{2},$$

where thermal terms at positive and negative $\omega$ each supply $\pi^2T^2/6$ to the bracket. At 300 K the rate rises by 0.7 percent.

**Comparison with the metal.** Real aluminium has a lattice. Its simplest effect is a band mass $m$ (in units of the free mass). Each of the three energy variables in (11) then brings a factor $m$, while $s^2=4mk_F/\pi$, so the dense-limit rate scales as $m^3/m^{3/2}=m^{3/2}$. At $r_s=2.1$, with the cutoff kept, a mass 10 percent larger raises the rate by 14 percent. Lattice effects beyond a mass change, and correlations beyond those included above, are not sized here.

Aluminium also has phonons. A rough room-temperature resistivity $\rho=2.7$ μΩ cm and the Drude relation $\tau_{\rm ph}=m_e/(ne^2\rho)$ give 7.6 fs. This is a time for losing momentum; it is assumed here to equal the time between phonon collisions and to hold at 1 eV as well. The electron then suffers about $41.1/7.56=5.4$ phonon collisions in one lifetime (10), so 857 Å is a path length and not a straight-line range.

These collisions take little energy. Emission and absorption of a phonon of energy $E_p$ occur in the ratio $(N+1):N$, with $N$ the thermal phonon number, so the mean loss per collision is $E_p/(2N+1)=E_p\tanh(E_p/2k_BT)$. For a rough $E_p=0.03$ eV the total is about 0.09 eV in the lifetime (10), or 0.16 eV in the 76 fs estimated with exchange. In this estimate phonons mainly turn the electron, while electron-electron collisions take its energy. A measurement sensitive to direction would therefore not return the lifetime (10). The numerical output below lists most of the values used.

## Computed values

```
TESTS
Im eps, q=0.7 w=0.2 kf=1, sampled: 1.165
Im eps, same point, 2w/q^3: 1.166
collision sampling / static formula: 0.9984
same with band mass 1.3: 0.9961
exchange factor from sampling: 0.5980
mass exponent in dense limit: 1.5000
Quinn-Ferrell constant at 1 eV: 262.60 fs
RPA tau*rs^(5/2) at 1 eV, rs=0.001: 262.59 fs
RPA tau*rs^(5/2) at 1 eV, rs=0.01: 262.54 fs
RPA tau*rs^(5/2) at 1 eV, rs=0.1: 262.26 fs
RPA tau*rs^(5/2) at 1 eV, rs=1: 268.32 fs
rate shift at xi/(kf s)=0.02, rs=0.001: -0.02585
rate shift at xi/(kf s)=0.01, rs=0.001: -0.01307
EXAMPLE
rs (rough, aluminium): 2.1
energy above Fermi level: 1.0 eV
temperature: 300 K
electron density: 0.1740 per cubic angstrom
Fermi wavevector: 1.727 per angstrom
Fermi energy: 11.36 eV
screening wavevector s: 2.038 per angstrom
x = 2kf/s: 1.694
energy scale kf*s: 26.83 eV
xi/(kf s): 0.0373
Quinn-Ferrell lifetime: 41.09 fs
level width hbar/tau: 0.0160 eV
electron speed: 20.85 angstrom/fs
path length: 857 angstrom
momentum cutoff factor in rate: 0.9392
lifetime with cutoff: 43.75 fs
lifetime, static Lindhard: 41.33 fs
lifetime, dynamic RPA: 45.21 fs
RPA shift on doubling mesh: -0.00000 fs
NEGLECTED EFFECTS
exchange factor in rate: 0.5978
RPA lifetime / exchange factor: 75.6 fs
thermal factor in rate: 1.00660
rate factor for band mass 1.1: 1.1449
resistivity (rough): 2.7 microohm cm
Drude phonon time: 7.56 fs
phonon collisions per QF lifetime: 5.4
phonon energy (rough): 0.03 eV
net energy lost to phonons: 0.085 eV
```
